# Choosing the Lateral Cell in Rejection-Free Simulations of Epitaxial Regrowth

## Definitions and conventions

The setting discussed here is the lateral repeat of a periodic interface cell. Electronic-structure programs offer it for slab and interface calculations, which can supply the barriers for crystallisation events. The kinetic simulation that turns those barriers into a regrowth velocity and a roughness has a lateral repeat of its own, and its results depend on it.

The crystal grows upwards into the amorphous phase. It is divided into $N$ columns, and column $i$ is crystalline up to the integer height $h_i$, counted in layers of thickness $a$. Opposite lateral edges of the cell are joined. A strip has one lateral direction, $L=N$ columns and two neighbours per column; a sheet has two lateral directions and four neighbours per column.

Only the next amorphous site of a column can crystallise, so overhangs and voids are excluded. Let $m_i$ be the number of neighbour columns $j$ with $h_j>h_i$, that is, the number of lateral neighbours of that site which are already crystalline. Its rate is

$$k_m=\nu\,e^{-E_m/k_BT},$$

with a common attempt rate $\nu$. Stress, impurities and defects are left out, and so are reverse events. If crystallisation with $m$ crystalline neighbours lowers the free energy by $\Delta g_m$, detailed balance makes the reverse rate $e^{-\Delta g_m/k_BT}$ times the forward one. For the velocity, leaving reverse events out is safe if $\Delta g_m\gg k_BT$ for every $m$. The condition is not necessary, since an isolated site may gain crystalline neighbours before it reverts. For the roughness it is not enough. Sites of a flat layer revert and refill, so holes occupy a fraction of about $e^{-\Delta g/k_BT}$ of the columns, and they dominate $W^2$ if the interface is otherwise nearly flat. In the four-column strip treated below, a common $\Delta g=5k_BT$ lowers the velocity by 0.7% at both 800 K and 300 K, but raises $W^2$ by 6% at 800 K and by a factor of 5.7 at 300 K. A gain of about 0.1 eV per atom, the order of magnitude for amorphous silicon, does not meet it at 800 K, where $k_BT=0.069$ eV. The numbers below therefore illustrate the model and are not predictions for that material.

With an overbar for the average over columns and angle brackets for the steady-state time average, the two results sought are

$$v=a\,\frac{d\bar h}{dt},\qquad W^2=\big\langle\,\overline{h^2}-\bar h^{\,2}\,\big\rangle .$$

$W^2$ is in layers squared, and the rms roughness is $a\sqrt{W^2}$.

## The rejection-free step

Let $N_m$ columns have $m$ crystalline neighbours. The total rate of leaving the present configuration is $R=\sum_m N_mk_m$. The probability $S$ that nothing has happened after a time $t$ obeys $dS/dt=-RS$ with $S(0)=1$, so $S=e^{-Rt}$. If $\xi$ is uniform between 0 and 1, the choice

$$\Delta t=-\frac{\ln\xi}{R}$$

has this distribution, because $\Delta t>t$ means $\xi<e^{-Rt}$, which has probability $e^{-Rt}$. No time-step error arises. One step is:

1. Compute $R$, draw $\Delta t$, and credit the present configuration with that residence time.
2. Choose class $m$ with probability $N_mk_m/R$, then one of its $N_m$ columns with equal probability. Each column is thus chosen with probability $k_m/R$, as it should be.
3. Raise the chosen column $i$ by one layer and correct the neighbour counts.

The correction is local. Neighbour $j$ counted column $i$ if $h_i>h_j$, and afterwards counts it if $h_i+1>h_j$, that is, if $h_i\ge h_j$. Its count therefore rises by one if $h_j=h_i$ and is otherwise unchanged. Column $i$ counted neighbours with $h_j\ge h_i+1$ and now needs $h_j\ge h_i+2$, so it loses one for each neighbour with $h_j=h_i+1$. All heights here are those before the event. Periodicity enters through the neighbour table alone.

A method with rejection picks a random column and accepts it with probability $k_m/k_{\max}$. Its mean acceptance is $\langle R\rangle/(Nk_{\max})$. Since each event raises $\bar h$ by $1/N$,

$$v=\frac{a\langle R\rangle}{N},\qquad \text{accepted fraction}=\frac{v}{a\,k_{\max}} .$$

## Extracting velocity and roughness

After a discarded transient, $n$ events in an elapsed time $\mathcal T$ give $v=a\,n/(N\mathcal T)$. The roughness must be weighted with residence times:

$$W^2=\frac{\sum_s \Delta t_s\,W_s^2}{\sum_s\Delta t_s},$$

where $s$ runs over the visited configurations. If each is counted once instead, a configuration of steady probability $p_s$ enters in proportion to the frequency $p_sR_s$ with which it is left. The average becomes $\langle RW^2\rangle/\langle R\rangle$, which differs from the wanted one by

$$\frac{\langle RW^2\rangle}{\langle R\rangle}-\langle W^2\rangle=\frac{\mathrm{Cov}(R,W^2)}{\langle R\rangle}.$$

A flat interface has only slow $m=0$ events and is left slowly, so a positive covariance is to be expected when $k_m$ rises with $m$. In a $3\times2$ sheet with the rates given below, the master equation yields $W^2=0.122$ by time and $0.243$ by event. Counting events doubles the answer in this very small cell; the factor does not carry over to other cells.

Standard errors come from dividing the run into blocks and taking the scatter of the block averages. The blocks must be longer than the time over which the roughness remembers its past.

## A strip that can be solved

The effect of the lateral repeat can be derived for a strip in which the two sides of a site contribute independently: $u$ from a side with an amorphous neighbour, $w>u$ from a side with a crystalline one. For this strip, the following sums replace the single Arrhenius form of $k_m$ given above:

$$k_0=2u,\qquad k_1=u+w,\qquad k_2=2w .$$

Define $z_i=h_i-h_{i+1}$, so that $\sum_iz_i=0$ around the ring, and let $r(z)=w$ for $z\ge1$ and $r(z)=u$ for $z\le0$. Column $i$ grows at the rate $r(z_{i-1})+r(-z_i)$; the event lowers $z_{i-1}$ by one and raises $z_i$ by one.

**Claim.** The steady probability is proportional to $\prod_iq^{|z_i|}$, with $q=\sqrt{u/w}$.

Let $g=\sqrt{uw}$, so that $wq=g$ and $gq=u$. Two identities are needed:

$$r(z)\,q^{|z|}=g\,q^{|z-1|},\qquad r(z)\,r(1-z)=g^2 .$$

For $z\ge1$ the first reads $wq^z=gq^{z-1}$, and for $z\le0$ it reads $uq^{|z|}=gq^{|z|+1}$; both hold. The second holds because exactly one of the integers $z$ and $1-z$ is at least 1.

Consider the flow into a configuration through growth of column $i$, and write $A=z_{i-1}$, $B=z_i$. The preceding configuration had $A+1$ and $B-1$, and its rate was $r(A+1)+r(1-B)$. By the first identity, its weight relative to the present one is

$$q^{|A+1|-|A|}\,q^{|B-1|-|B|}=\frac{g}{r(A+1)}\,\frac{r(B)}{g}=\frac{r(B)}{r(A+1)} .$$

The product of relative weight and rate is

$$r(B)+\frac{r(B)\,r(1-B)}{r(A+1)}=r(B)+\frac{g^2}{r(A+1)}=r(B)+r(-A),$$

where the second identity was used twice. The total inflow is $\sum_i[r(z_i)+r(-z_{i-1})]$ and the total outflow is $\sum_i[r(z_{i-1})+r(-z_i)]$. Shifting the index around the ring turns one into the other, so the weight is stationary. It is the only steady state, because every column can always grow and any profile can thus be reached from any other, up to a common shift.

### Velocity

Normalise the weight of a single difference. Since $\sum_zq^{|z|}=1+2q/(1-q)=(1+q)/(1-q)$, the probability is $\mu(z)=\frac{1-q}{1+q}q^{|z|}$. Let $Z_n(s)$ be the probability that $n$ independent differences sum to $s$. On the ring,

$$\langle r(z)\rangle=\frac{\sum_z r(z)\mu(z)Z_{L-1}(-z)}{Z_L(0)}=\frac{g\sum_z\mu(z-1)Z_{L-1}(-z)}{Z_L(0)}=g\,\frac{Z_L(-1)}{Z_L(0)} .$$

The middle step is the first identity, and the last holds because $(z-1)+(-z)=-1$. The weight is even in $z$, so $Z_L(-1)=Z_L(1)$ and both sides of a column contribute equally:

$$v_L=2a\sqrt{uw}\,\frac{Z_L(1)}{Z_L(0)} .$$

For numerical use, summing two geometric series gives

$$f(\theta)=\sum_z\mu(z)e^{iz\theta}=\frac{(1-q)^2}{1-2q\cos\theta+q^2},\qquad Z_n(s)=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}f(\theta)^n\cos s\theta .$$

Because $f>0$, $Z_L(1)<Z_L(0)$: a finite strip is slower than an infinite one.

**Long strip.** The variance of a free difference is

$$\sigma^2=\frac{1-q}{1+q}\,2\sum_{z\ge1}z^2q^z=\frac{1-q}{1+q}\,\frac{2q(1+q)}{(1-q)^3}=\frac{2q}{(1-q)^2}.$$

For large $L$, $f^L\approx e^{-L\sigma^2\theta^2/2}$, a Gaussian in $\theta$ of variance $1/(L\sigma^2)$. With $1-\cos\theta\approx\theta^2/2$,

$$v_L\approx2a\sqrt{uw}\left(1-\frac{1}{2L\sigma^2}\right).$$

**Short strip.** If $Lq\ll1$, $Z_L(0)$ is dominated by all differences being zero, and $Z_L(1)$ by one of the $L$ differences being 1. Their ratio is $Lq$, and since $gq=u$,

$$v_L\approx2aLu .$$

One nucleation, at total rate $2Lu$, is followed by rapid completion of the layer. The velocity is then proportional to the cell size, which is an artefact of the setting if a large interface is meant.

### Roughness

Let $s_L^2$ be the variance of one difference on the ring and $c$ the covariance of two. All pairs are equivalent under the product weight. As the sum is fixed, $0=Ls_L^2+L(L-1)c$, so $c=-s_L^2/(L-1)$. Two heights $d$ columns apart differ by a sum of $d$ differences, with variance

$$d\,s_L^2+d(d-1)c=s_L^2\,\frac{d(L-d)}{L-1}.$$

The variance over columns equals $\frac{1}{2L^2}\sum_{ij}(h_i-h_j)^2$, and each $d$ occurs $L$ times in the double sum. With $\sum_{d=1}^{L-1}d(L-d)=L(L-1)(L+1)/6$,

$$W^2=\frac{1}{2L}\,\frac{s_L^2}{L-1}\,\frac{L(L-1)(L+1)}{6}=\frac{s_L^2\,(L+1)}{12}.$$

For a long strip $s_L^2\to\sigma^2$ and $W^2\approx\sigma^2L/12$. The velocity converges with the lateral repeat; the steady roughness of the strip does not. A roughness without its lateral length is incomplete information.

## The strip in numbers

The parameters are round model values: $a=0.25$ nm, $\nu=10^{13}$ s$^{-1}$, $T=800$ K, and $u$ and $w$ of Arrhenius form with barriers $E_u=2.4$ eV and $E_w=2.2$ eV. This gives $u=7.597\times10^{-3}$ s$^{-1}$, $w=0.1382$ s$^{-1}$ and $q=0.2344$. The infinite strip has

$$v=2(0.25)\sqrt{(7.597\times10^{-3})(0.1382)}=0.0162\ \text{nm/s},$$

or 0.0648 layers/s. For $L=4$ the formula gives 0.0466 layers/s, which is 28% below the infinite strip; for $L=16$ it gives 0.0619, which is 4.4% below. The long-strip estimate uses $\sigma^2=2(0.2344)/(0.7656)^2=0.80$ and predicts $1/(2\cdot16\cdot0.80)=3.9\%$ for $L=16$.

The formulas were tested against a numerical solution of the master equation for $L=4$. That solution needs a largest allowed height range. With range 7 the relative deviation in $W^2$ was $2.3\times10^{-6}$, with range 10 it was $1.4\times10^{-9}$, so the deviation comes from the cut-off. The simulation at $L=16$ gave $0.0620\pm0.0003$ layers/s and $W^2=0.919\pm0.017$, against 0.0619 and 0.928 from the formulas.

The additive middle rate is essential. Replacing $k_1$ by $\sqrt{k_0k_2}$ lowers the $L=4$ velocity from 0.0466 to 0.0385 layers/s, by 17%.

## The activation energy depends on the cell

Define $E_{\rm app}=-d\ln v/d(1/k_BT)$. In a long strip $v\propto\sqrt{uw}$, so $E_{\rm app}=(E_u+E_w)/2=2.3$ eV. In the short-strip limit $v\propto u$, so $E_{\rm app}=E_u=2.4$ eV. Between 790 and 810 K the formula gives 2.357 eV for $L=4$, 2.308 eV for $L=16$ and 2.300 eV for $L=256$.

The boundary between the regimes lies near $L\sim1/q$, and it moves with temperature, because $q=e^{-(E_u-E_w)/2k_BT}$. At 800 K, $1/q\approx4.3$ columns. At 300 K, $k_BT=0.0259$ eV, $q\approx0.021$ and $1/q\approx48$. A four-column strip is then deep in the nucleation regime: the master equation gives $v_L/(2aLu)=0.997$. This example only illustrates the limit: the mean wait for one nucleation, $1/(2Lu)$, is then about $3\times10^{26}$ s, so no growth would be observed. A cell that is adequate at the hot end of an Arrhenius plot may fail at the cold end and bend the plot.

## A sheet

For two lateral directions take $E_m=2.4\ \text{eV}-0.1\ \text{eV}\times m$. The rates rise from $k_0=7.60\times10^{-3}$ s$^{-1}$ to $k_4=2.52$ s$^{-1}$. The strip solution does not apply, and the simulation supplies the result at 800 K:

| Cell | $v$ (nm/s) | rms roughness (nm) |
|---|---|---|
| $6\times6$ | $0.01139\pm0.00007$ | $0.136\pm0.001$ |
| $12\times12$ | $0.01169\pm0.00006$ | $0.169\pm0.002$ |
| $24\times24$ | $0.01187\pm0.00006$ | $0.202\pm0.004$ |

The velocity rises by 4% from the smallest cell to the largest. The last doubling adds 0.00018 nm/s, about twice its combined standard error, so convergence to about 2% is a fair reading. The largest cell regrows at 0.71 nm/min. The roughness is still increasing, and three sizes do not establish a law for its growth.

Nucleation-limited growth would give $aNk_0=0.25\times36\times0.00760=0.068$ nm/s for the $6\times6$ cell. The observed velocity is six times smaller, so new nuclei form before a layer is complete, and this cell is outside that regime.

A separately coded rejection method gave $0.0113\pm0.0002$ nm/s for the $6\times6$ cell, in agreement. It accepted 1.8% of its trials, as expected from $0.01139/(0.25\times2.515)=0.018$, and so spent about 56 trials per event.

From a flat start, the $24\times24$ interface has an rms roughness of 0.146 nm after 0.25 nm of regrowth, 0.201 nm after 2.5 nm and 0.223 nm after 7.5 nm. The last value lies above the steady average of 0.202 nm. Each is obtained from four snapshots without an error estimate. The roughness of a single configuration fluctuates strongly, and four snapshots are too few to separate the last value from the steady average. The excess should therefore not be read as an overshoot.

For the $12\times12$ cell the velocities at 750 and 850 K are 0.001257 and 0.08445 nm/s. With $1/k_BT$ equal to 15.47 and 13.65 eV$^{-1}$,

$$E_{\rm app}=\frac{\ln(0.08445/0.001257)}{15.47-13.65}\approx2.31\ \text{eV},$$

with a statistical error of 0.006 eV. This is below the 2.4 eV of an isolated event. It lies about two standard errors from $E_1=2.3$ eV, but that does not identify it with this barrier: the velocity $v=a\sum_m\langle N_m\rangle k_m/N$ contains all the rates, and the mean class sizes $\langle N_m\rangle$ depend on temperature as well. It should not be entered into a rate table as the barrier of a single event.

## Guidance for the setting

**Minimum repeat.** With one column in a lateral direction, a column is its own neighbour and that direction never contributes to $m$. With two, both neighbours are the same column and contribute 0 or 2 together. At least three columns are needed for a single crystalline neighbour to occur along that direction. The same counting applies to a cell used to compute the barrier $E_1$.

**Velocity.** For the additive strip, a small relative error $\varepsilon$ requires $L\approx1/(2\varepsilon\sigma^2)$. At 800 K and $\varepsilon=1\%$ this is $1/(0.02\times0.80)\approx63$ columns. The estimate comes from the long-strip limit and asks for too few columns when the accepted error is large: for $L=4$ it predicts an error of 16%, where the full formula gives 28%. For other rates, double the repeat until the change is within the accepted error, and do so at the lowest temperature of interest.

**Roughness.** Report the lateral length with the value, that is, the number of columns times their lateral spacing; for a sheet, give both lengths. Compare periodic simulations at equal lateral dimensions. A measured window of the same size within a larger interface is not equivalent: its opposite edges are not joined, so their heights can differ freely and the window is rougher. In a very long strip, two heights $d$ columns apart differ with variance $\sigma^2d$, and the same average over pairs gives $W^2\approx\sigma^2L/6$ for a window of $L\gg1$ columns, twice the value of a periodic strip of that length. Weight by residence time, and discard the transient. If the two halves of the remaining run differ by more than their statistical error, discard more or run longer. Agreement alone does not prove that the steady state has been reached, because a short run can pass this check by chance; confirm the value with a much longer run.

**Activation energy.** Extract it from cells converged at both ends of the temperature range. If $v$ is proportional to the number of columns throughout that range, the fit returns the nucleation barrier.

**Rate table.** No lateral repeat repairs missing physics. If $\Delta g_m$ is not large compared with $k_BT$, crystallised sites can revert, and the effect of reverse events on the velocity and on the roughness must be checked before the cell is converged. For the roughness of a nearly flat interface the check is needed even when $\Delta g_m$ is several $k_BT$. The full numerical output follows.

## Computed values

```
temperature 800 K, kT 0.06894 eV
layer spacing 0.25 nm, attempt rate 1.0e+13 1/s
strip barriers E_u 2.4 eV, E_w 2.2 eV
strip u 7.5974e-03 1/s, w 1.3823e-01 1/s, q 0.2344
strip k0,k1,k2 1.5195e-02 1.4583e-01 2.7646e-01 1/s
infinite strip velocity 0.01620 nm/s
L=4 velocity: master 0.046639, formula 0.046639 layers/s
L=4 W2: master 0.136266, formula 0.136266 layers^2
L=4 W2 relative deviation: height range 7 2.3e-06, range 10 1.4e-09
L=4 velocity, geometric k1: 0.038501 layers/s
L=16 velocity: simulated 0.06200 +- 0.00026, formula 0.06194 layers/s
L=16 W2: simulated 0.9192 +- 0.0165, formula 0.9280 layers^2
L=4 activation energy from master equation 2.3571 eV
L=4 activation energy from formula 2.3571 eV
L=16 activation energy from formula 2.3077 eV
L=256 activation energy from formula 2.3004 eV
L=4, 300 K: velocity/(2 L u) = 0.9974
flat start, L=4, time 15.429 s: W2 simulated 0.1202 +- 0.0019, master 0.1178 layers^2
sheet barriers 2.4 eV - 0.1 eV * m
sheet k0 7.5974e-03 1/s
sheet k1 3.2407e-02 1/s
sheet k2 1.3823e-01 1/s
sheet k3 5.8963e-01 1/s
sheet k4 2.5151e+00 1/s
3x2 velocity: simulated 0.03206 +- 0.00014, master 0.03215 layers/s
3x2 W2 by time: simulated 0.1211 +- 0.0014, master 0.1219 layers^2
3x2 W2 by event: simulated 0.2425 +- 0.0018, master 0.2425 layers^2
3x2 probability at height-range limit 3.5e-05
6x6 velocity 0.01139 +- 0.00007 nm/s, W2 0.2975 +- 0.0038 layers^2
6x6 rms roughness 0.1364 +- 0.0009 nm
12x12 velocity 0.01169 +- 0.00006 nm/s, W2 0.4561 +- 0.0087 layers^2
12x12 rms roughness 0.1688 +- 0.0016 nm
24x24 velocity 0.01187 +- 0.00006 nm/s, W2 0.6557 +- 0.0279 layers^2
24x24 rms roughness 0.2024 +- 0.0043 nm
24x24 velocity 0.712 nm/min
6x6 rejection method: velocity 0.01131 +- 0.00017 nm/s
6x6 rejection method: W2 0.3014 +- 0.0124 layers^2
6x6 rejection method: accepted fraction 0.01799
24x24 flat start, depth 0.25 nm: rms roughness 0.1464 nm (4 runs)
24x24 flat start, depth 0.75 nm: rms roughness 0.1783 nm (4 runs)
24x24 flat start, depth 2.50 nm: rms roughness 0.2006 nm (4 runs)
24x24 flat start, depth 7.50 nm: rms roughness 0.2227 nm (4 runs)
12x12 velocity at 750 K 0.001257 +- 0.000010 nm/s
12x12 velocity at 850 K 0.08445 +- 0.00060 nm/s
12x12 activation energy 2.3116 +- 0.0060 eV
```
